# PAW forces with compensation charges, with a numerical check on H$_3^+$, part 1

(Sections cited here and not found follow in the second part.)

## What goes wrong with the Hellmann–Feynman recipe

In a plane-wave basis the basis functions do not move with the nuclei. One might therefore compute the force on an atom by holding the orbitals fixed and differentiating the local, atom-centered pieces of the energy. In the projector augmented-wave (PAW) method these pieces are the smooth core density, the compensation charge that stands in for the nucleus, and the short-ranged zero potential. For the H$_3^+$ geometry treated at the end of these notes, this recipe gives $-0.0828$ Ha/bohr along a chosen displacement. Minus the numerical derivative of the self-consistent energy is $+0.0833$ Ha/bohr. Here even the sign is wrong. The size of the discrepancy is specific to the dataset, because the zero potential and the smooth core are arbitrary inside the sphere and shift weight between the local pieces and the missing terms.

Three contributions are missing, and all three come from the projectors, which move with the atom. The one-center energies change because the projections change. The multipole moments of the compensation charge change for the same reason. The overlap operator that defines orthonormality depends on the atomic positions.

The result to be derived is that the one-center energy $\Delta E^a$ is a function of the occupancy matrix $D^a$ alone, so that it enters the force only as $-\sum_{ij}(\partial\Delta E^a/\partial D^a_{ij})\,\partial D^a_{ij}/\partial\mathbf R_a$. The statement concerns $\Delta E^a$ itself. The overlap term is also built from one-center quantities, but it involves an energy-weighted matrix and not $D^a$.

## Conventions and the PAW densities

Hartree atomic units are used. Electron density counts as positive charge and a nucleus as $-Z$, so every potential is the potential energy of an electron. The system is spin-unpolarized, with occupations $0\le f_n\le2$. The exchange-correlation functional is local, $E_{xc}[n]=\int e_{xc}(n)\,d^3r$; a semilocal one changes nothing in the argument. The Coulomb product is $(a|b)=\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r\,d^3r'$. Real spherical harmonics $Y_L$, $L=(l,m)$, are normalized to one, and $Y_{00}=(4\pi)^{-1/2}$.

Atom $a$ at $\mathbf R_a$ carries a sphere of radius $r_c$, and the spheres do not overlap. It carries real all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ that join $\phi_i$ in value and slope at $r_c$ and equal them outside, and projectors with $\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}$. It also carries a frozen spherical core density $n_c$ and a smooth partner $\tilde n_c$ equal to it outside $r_c$. All of these are fixed functions of $\mathbf s=\mathbf r-\mathbf R_a$, for example $\tilde p^a_i(\mathbf r)=\tilde p_i(\mathbf r-\mathbf R_a)$.

The variational quantities are smooth orbitals $\tilde\psi_n$. The projections and the occupancy matrix are
$$P^a_{in}=\langle\tilde p^a_i|\tilde\psi_n\rangle,\qquad D^a_{ij}=\sum_nf_nP^{a*}_{in}P^a_{jn}.\tag{1}$$
The all-electron orbital is $\psi_n=\tilde\psi_n+\sum_a\Delta^a_n$ with $\Delta_n^a=\psi^{1a}_n-\tilde\psi^{1a}_n$, where $\psi^{1a}_n=\sum_i\phi^a_iP^a_{in}$ and $\tilde\psi^{1a}_n=\sum_i\tilde\phi^a_iP^a_{in}$. Products $\Delta^{a}\Delta^b$ with $a\ne b$ vanish because the spheres are disjoint. For one sphere, $|\tilde\psi+\Delta|^2=|\tilde\psi|^2+2\,\mathrm{Re}\,\tilde\psi^*\Delta+|\Delta|^2$, while $|\psi^1|^2-|\tilde\psi^1|^2=2\,\mathrm{Re}\,\tilde\psi^{1*}\Delta+|\Delta|^2$. Subtracting the second from the first,
$$|\psi|^2=|\tilde\psi|^2+|\psi^1|^2-|\tilde\psi^1|^2+2\,\mathrm{Re}\,(\tilde\psi-\tilde\psi^1)^*\Delta .$$
The last term vanishes outside the sphere because $\Delta=0$ there. Inside it vanishes if the smooth partial waves are complete, $\tilde\psi=\tilde\psi^1$. PAW drops it, which gives
$$n=\tilde n+\sum_a(n^{1a}-\tilde n^{1a}),\tag{2}$$
with $\tilde n=\sum_nf_n|\tilde\psi_n|^2+\sum_a\tilde n^a_c$, $n^{1a}=\sum_{ij}D^a_{ij}\phi_i\phi_j+n_c$ and $\tilde n^{1a}=\sum_{ij}D^a_{ij}\tilde\phi_i\tilde\phi_j+\tilde n_c$. The same algebra applied to $\psi_m^*\psi_n$ and integrated gives $\langle\psi_m|\psi_n\rangle=\langle\tilde\psi_m|S|\tilde\psi_n\rangle$ with
$$S=1+\sum_{a,ij}|\tilde p^a_i\rangle\Delta S_{ij}\langle\tilde p^a_j|,\qquad\Delta S_{ij}=\int_{s<r_c}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3s.\tag{3}$$

Completeness is used only to construct the energy functional. Once the functional is written down, the force below is its exact derivative for any finite set of partial waves. Incompleteness affects how well the functional reproduces the all-electron energy, and it does not affect the consistency of force and energy.

## Compensation charges and the Hartree energy

The differences $n^{1a}-\tilde n^{1a}$ and the nuclei carry multipole moments, whose Coulomb fields reach other atoms. The compensation charge moves these long-range fields into the smooth part of the energy. Choose shapes $g_L(\mathbf s)=g_l(s)Y_L(\hat{\mathbf s})$ that vanish outside $r_c$ and have unit moment, $\int s^{l'}Y_{L'}g_L\,d^3s=\delta_{LL'}$, and define
$$\hat n^a=\sum_LQ^a_Lg^a_L,\qquad Q^a_L=\sum_{ij}\Delta_{L,ij}D^a_{ij}+\delta_{L,00}\,Q^0,\tag{4}$$
$$\Delta_{L,ij}=\int s^lY_L(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,d^3s,\qquad Q^0=Y_{00}\Big[\int(n_c-\tilde n_c)\,d^3s-Z\Big].$$
The sum runs to $l=2l_{\max}$, where $l_{\max}$ is the largest angular momentum among the partial waves, since a product of two partial waves contains no higher harmonic. Comparing with (3) gives $\Delta_{00,ij}=Y_{00}\Delta S_{ij}$.

The total charge $\rho=n-\sum_aZ_a\delta(\mathbf r-\mathbf R_a)$ now splits as $\rho=\tilde\rho+\sum_a\delta\rho^a$, where
$$\tilde\rho=\tilde n+\sum_a\hat n^a,\qquad\delta\rho^a=\rho^{1a}-\tilde\rho^{1a},\qquad\rho^{1a}=n^{1a}-Z_a\delta,\qquad\tilde\rho^{1a}=\tilde n^{1a}+\hat n^a .$$
The charge $\delta\rho^a$ lives inside sphere $a$. By (4) its moments $q_L=\int s^lY_L\,\delta\rho^a\,d^3s$ all vanish. Two facts follow. First, the potential of a confined charge at $s>r_c$ is $\sum_L\frac{4\pi}{2l+1}q_LY_L/s^{l+1}$, so the potential of $\delta\rho^a$ is zero outside its sphere. Second, a function that is harmonic in the sphere has the expansion $v=\sum_Lc_Ls^lY_L$, so
$$\int v\,\delta\rho^a\,d^3s=\sum_Lc_Lq_L=0\qquad(\nabla^2v=0\text{ in sphere }a).\tag{5}$$

Expand the Coulomb energy:
$$\tfrac12(\rho|\rho)=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a(\delta\rho^a|\tilde\rho)+\tfrac12\sum_a(\delta\rho^a|\delta\rho^a)+\tfrac12\sum_{a\ne b}(\delta\rho^a|\delta\rho^b).$$
The last sum is zero, because $\delta\rho^b$ sits where the potential of $\delta\rho^a$ vanishes. In the second term only the part of $\tilde\rho$ inside sphere $a$ counts. There $\hat n^b=0$ for $b\ne a$, and $\tilde n=\tilde n^{1a}$ by completeness, with core tails of neighbors neglected. So $\tilde\rho$ may be replaced by $\tilde\rho^{1a}$ cut off at $r_c$. Since $\rho^1=\tilde\rho^1+\delta\rho$, we have $\tfrac12(\rho^1|\rho^1)-\tfrac12(\tilde\rho^1|\tilde\rho^1)=(\delta\rho|\tilde\rho^1)+\tfrac12(\delta\rho|\delta\rho)$, which is exactly the sum of the second and third terms. Dropping the self-energy of each point nucleus,
$$E_H=\tfrac12(\tilde\rho|\tilde\rho)+\sum_a\Big[\tfrac12(n^{1a}|n^{1a})-Z_a\!\int\!\frac{n^{1a}}{s}\,d^3s-\tfrac12(\tilde\rho^{1a}|\tilde\rho^{1a})\Big],\tag{6}$$
with all one-center densities restricted to the sphere. The repulsion between nuclei is contained in $\tfrac12(\tilde\rho|\tilde\rho)$. Without the compensation charge, the terms coupling sphere $a$ to its surroundings would survive and would depend on $\mathbf R_a-\mathbf R_b$. Equation (5) is what removes them.

The other energies split more simply. For the kinetic operator $T=-\tfrac12\nabla^2$, both $\Delta$ and $T\Delta$ are confined to the sphere, the latter without a surface shell because value and slope match. Replacing $\tilde\psi$ by $\tilde\psi^1$ in $\langle\tilde\psi|T|\Delta\rangle+\langle\Delta|T|\tilde\psi\rangle+\langle\Delta|T|\Delta\rangle$ gives $\sum_{ij}D_{ij}\Delta T_{ij}$ after summing over $f_n$, with $\Delta T_{ij}=\int_{s<r_c}(\phi_iT\phi_j-\tilde\phi_iT\tilde\phi_j)\,d^3s$. This matrix is symmetric, because the surface terms of Green's identity are equal for $\phi$ and $\tilde\phi$ and cancel. For exchange and correlation, $n=\tilde n$ outside the spheres, while $n=n^1$ and $\tilde n=\tilde n^1$ inside, so $E_{xc}[n]=E_{xc}[\tilde n]+\sum_a(E_{xc}[n^{1a}]-E_{xc}[\tilde n^{1a}])$ with sphere integrals. Finally one adds $\int\bar v^a(\tilde n-\tilde n^{1a})$ for a confined zero potential $\bar v^a$, a term that vanishes under completeness. With $\bar v=\sum_a\bar v^a$ the functional is $E=\tilde E+\sum_a\Delta E^a$, where
$$\tilde E=\sum_nf_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+\tfrac12(\tilde\rho|\tilde\rho)+E_{xc}[\tilde n]+\int\bar v\,\tilde n\,d^3r,\tag{7}$$
and $\Delta E^a$ collects $\sum D_{ij}\Delta T_{ij}$, the bracket of (6), $E_{xc}[n^1]-E_{xc}[\tilde n^1]$, $-\int\bar v^a\tilde n^{1}$ and the constant core kinetic energy.

## The one-center energy does not contain the atomic position

Every integral in $\Delta E^a$ runs over $|\mathbf r-\mathbf R_a|<r_c$, and every function in it is a fixed function of $\mathbf r-\mathbf R_a$ multiplied by elements of $D^a$. Substitute $\mathbf r=\mathbf R_a+\mathbf s$ and $\mathbf r'=\mathbf R_a+\mathbf s'$. The Jacobian is one, the domain becomes $s<r_c$, $\nabla_{\mathbf r}=\nabla_{\mathbf s}$, and $|\mathbf r-\mathbf r'|=|\mathbf s-\mathbf s'|$. No $\mathbf R_a$ remains.

To make the dependence on $D$ explicit, insert (4) into $\tilde\rho^1$ and write $\tilde\rho^1=\sum_{ij}D_{ij}\chi_{ij}+\tilde c$, with $\chi_{ij}=\tilde\phi_i\tilde\phi_j+\sum_L\Delta_{L,ij}g_L$ and $\tilde c=\tilde n_c+Q^0g_{00}$. Expanding the two Coulomb squares and sorting by powers of $D$,
$$\Delta E^a(D)=C+\sum_{ij}K_{ij}D_{ij}+\tfrac12\sum_{ijkl}D_{ij}M_{ijkl}D_{kl}+E_{xc}[n^1(D)]-E_{xc}[\tilde n^1(D)],\tag{8}$$
$$M_{ijkl}=(\phi_i\phi_j|\phi_k\phi_l)-(\chi_{ij}|\chi_{kl}),$$
$$K_{ij}=\Delta T_{ij}-Z\!\int\!\frac{\phi_i\phi_j}{s}+(n_c|\phi_i\phi_j)-(\tilde c|\chi_{ij})-\int\bar v\,\tilde\phi_i\tilde\phi_j,$$
$$C=T_c+\tfrac12(n_c|n_c)-Z\!\int\!\frac{n_c}{s}-\tfrac12(\tilde c|\tilde c)-\int\bar v\,\tilde n_c .$$
The quantities $C$, $K$ and $M$ are constants of the atomic species. Since $M_{ijkl}=M_{klij}$, the quadratic term differentiates to $\sum_{kl}M_{ijkl}D_{kl}$, and
$$\frac{\partial\Delta E^a}{\partial D_{ij}}=K_{ij}+\sum_{kl}M_{ijkl}D_{kl}+\int v_{xc}(n^1)\phi_i\phi_j-\int v_{xc}(\tilde n^1)\tilde\phi_i\tilde\phi_j,\qquad v_{xc}=\frac{de_{xc}}{dn}.\tag{9}$$
This matrix is real and symmetric. The substitution also holds for a numerical quadrature, provided its points are attached to the atom. A quadrature on a grid fixed in space would sample the functions differently at each $\mathbf R_a$, and $\Delta E^a$ would acquire an explicit position dependence.

The large field of the nucleus acting on the cusped density $n^1$ therefore produces no force at fixed $D^a$. Nucleus, core and partial waves move as one rigid object.

## The Hamiltonian

Vary $\tilde\psi_n^*$ at fixed positions. From the definitions, $\delta\tilde n(\mathbf r)/\delta\tilde\psi^*_n(\mathbf r')=f_n\tilde\psi_n(\mathbf r)\delta(\mathbf r-\mathbf r')$, and because $P^*_{in}=\langle\tilde\psi_n|\tilde p_i\rangle$, $\delta D^a_{ij}/\delta\tilde\psi_n^*=f_n\,\tilde p^a_iP^a_{jn}$. The Coulomb product is symmetric, so $\delta\,\tfrac12(\tilde\rho|\tilde\rho)=\int\tilde v_H\,\delta\tilde\rho$ with $\tilde v_H(\mathbf r)=\int\tilde\rho(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$. Here $\delta\tilde\rho=\delta\tilde n+\sum_{aL}g^a_L\sum_{ij}\Delta_{L,ij}\,\delta D^a_{ij}$. Collecting terms gives $\delta E/\delta\tilde\psi_n^*=f_n\tilde H\tilde\psi_n$ with
$$\tilde H=T+\tilde v_{\rm eff}+\sum_{a,ij}|\tilde p^a_i\rangle\Delta H^a_{ij}\langle\tilde p^a_j|,\qquad\tilde v_{\rm eff}=\tilde v_H+v_{xc}(\tilde n)+\bar v,\tag{10}$$
$$\Delta H^a_{ij}=\frac{\partial\Delta E^a}{\partial D^a_{ij}}+\sum_L\Delta_{L,ij}W^a_L,\qquad W^a_L=\int\tilde v_H\,g^a_L\,d^3r.\tag{11}$$
The first part of $\Delta H^a$ knows only $D^a$. The environment enters through $W^a_L$. Both $\tilde n$ and $D$ are linear in $f_n$, with $\partial\tilde n/\partial f_n=|\tilde\psi_n|^2$ and $\partial D_{ij}/\partial f_n=P^*_{in}P_{jn}$, so the same chain rule gives $\partial E/\partial f_n=\langle\tilde\psi_n|\tilde H|\tilde\psi_n\rangle$.

## Stationarity removes the response of orbitals and occupations

With Fermi smearing the stationary quantity is the free energy $A=E-TS_e$, where $TS_e=-2k_BT\sum_n[x_n\ln x_n+(1-x_n)\ln(1-x_n)]$ and $x_n=f_n/2$. For fixed occupations $A=E$ and the terms in $f_n$ below are absent. The Lagrangian for $N$ valence electrons is
$$\mathcal L=A-\sum_{mn}\Lambda_{nm}\big(\langle\tilde\psi_m|S|\tilde\psi_n\rangle-\delta_{mn}\big)-\mu\Big(\sum_nf_n-N\Big).\tag{12}$$
The constraint matrix is Hermitian, so a Hermitian $\Lambda$ supplies one real multiplier per real constraint and keeps $\mathcal L$ real.

Variation of $\tilde\psi_m^*$ gives $f_m\tilde H\tilde\psi_m=\sum_n\Lambda_{nm}S\tilde\psi_n$. Projecting on $\tilde\psi_k$ and using orthonormality, $\Lambda_{km}=f_mH_{km}$ with $H_{km}=\langle\tilde\psi_k|\tilde H|\tilde\psi_m\rangle$. Hermiticity of $\Lambda$ and $\tilde H$ gives $\Lambda_{km}=\Lambda_{mk}^*=f_kH_{mk}^*=f_kH_{km}$, hence
$$(f_m-f_k)H_{km}=0.\tag{13}$$
This is the condition of stationarity under rotations. For real orbitals rotated as $\tilde\psi_1'=\cos\theta\,\tilde\psi_1+\sin\theta\,\tilde\psi_2$ and $\tilde\psi_2'=-\sin\theta\,\tilde\psi_1+\cos\theta\,\tilde\psi_2$, one has $d\tilde\psi_1'/d\theta=\tilde\psi_2'$ and $d\tilde\psi_2'/d\theta=-\tilde\psi_1'$, so
$$\frac{dE}{d\theta}=2f_1H'_{21}-2f_2H'_{12}=2(f_1-f_2)H'_{12},\tag{14}$$
with $\tilde H$ built from the rotated orbitals. By (13), $H_{km}=0$ between orbitals of different occupation. Among orbitals of equal occupation a unitary mixing leaves $\tilde n$ and $D$ unchanged and can be chosen to diagonalize $H$. Therefore $\Lambda_{mn}=f_n\varepsilon_n\delta_{mn}$ and $\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$ for every occupied orbital.

For the occupations, $\partial(TS_e)/\partial f_n=-k_BT\ln[x_n/(1-x_n)]$, where the factor 2 cancels against $dx_n/df_n=\tfrac12$. Stationarity reads $\varepsilon_n+k_BT\ln[x_n/(1-x_n)]=\mu$, which solves to $f_n=2/(1+e^{(\varepsilon_n-\mu)/k_BT})$.

Now move an atom and follow the self-consistent solution. The constraints hold at every geometry, so $A=\mathcal L$ along the path, and
$$\frac{dA}{d\mathbf R_a}=\frac{\partial\mathcal L}{\partial\mathbf R_a}+\sum_n\Big[\Big\langle\frac{d\tilde\psi_n}{d\mathbf R_a}\Big|\frac{\delta\mathcal L}{\delta\tilde\psi_n^*}\Big\rangle+\text{c.c.}+\frac{\partial\mathcal L}{\partial f_n}\frac{df_n}{d\mathbf R_a}\Big]+(\text{terms in }d\Lambda,\,d\mu).$$
The bracket vanishes by stationarity. In a finite basis this requires $d\tilde\psi_n/d\mathbf R_a$ to lie in the basis, which holds for plane waves in a fixed cell, where only the coefficients change. The last terms multiply the constraints, which are zero. Writing $\partial_a$ for the derivative at fixed $\tilde\psi_n$ and $f_n$,
$$\mathbf F_a=-\frac{dA}{d\mathbf R_a}=-\partial_a\tilde E-\partial_a\sum_b\Delta E^b+\sum_nf_n\varepsilon_n\langle\tilde\psi_n|\partial_aS|\tilde\psi_n\rangle.\tag{15}$$
All matrices $D^b$ do respond through $d\tilde\psi_n/d\mathbf R_a$, but that response is part of the bracket and has cancelled against the change of $\tilde E$ and of the constraint. With smearing, $-dE/d\mathbf R_a$ differs from the force: $-dE/d\mathbf R_a=\mathbf F_a-d(TS_e)/d\mathbf R_a$, and by the occupation condition $d(TS_e)=\sum_n(\varepsilon_n-\mu)\,df_n$.

## The explicit derivative, term by term

At fixed orbitals only functions attached to atom $a$ change, so $\partial_aD^b=0$ for $b\ne a$, and
$$\partial_aD^a_{ij}=\sum_nf_n\big[(\partial_aP^{a}_{in})^*P^a_{jn}+P^{a*}_{in}\,\partial_aP^a_{jn}\big].\tag{16}$$
For any attached function $\partial_af(\mathbf r-\mathbf R_a)=-\nabla f$. Integrating by parts, with no surface term because the projector is confined, $\partial_aP^a_{in}=-\langle\nabla\tilde p^a_i|\tilde\psi_n\rangle=\langle\tilde p^a_i|\nabla\tilde\psi_n\rangle$. The projector sees the orbital slide past it.

The smooth kinetic energy has no explicit dependence. The smooth density changes only through the core, $\partial_a\tilde n=\partial_a\tilde n^a_c$. The compensated density changes in three ways,
$$\partial_a\tilde\rho=\partial_a\tilde n_c^a+\sum_LQ^a_L\,\partial_ag^a_L+\sum_Lg^a_L\sum_{ij}\Delta_{L,ij}\,\partial_aD^a_{ij},$$
where $Q^0$ drops out of the last term because the core is frozen. The three remaining terms of (7) give
$$\partial_a\tfrac12(\tilde\rho|\tilde\rho)=\int\tilde v_H\,\partial_a\tilde n^a_c+\sum_LQ^a_L\int\tilde v_H\,\partial_ag^a_L+\sum_{L,ij}W^a_L\Delta_{L,ij}\,\partial_aD^a_{ij},$$
$$\partial_aE_{xc}[\tilde n]=\int v_{xc}\,\partial_a\tilde n_c^a,\qquad\partial_a\!\int\bar v\,\tilde n=\int\bar v\,\partial_a\tilde n_c^a+\int\tilde n\,\partial_a\bar v^a .$$
The three integrals over $\partial_a\tilde n_c^a$ combine into one with $\tilde v_{\rm eff}$. The one-center energy, by (8), obeys
$$\partial_a\sum_b\Delta E^b=\sum_{ij}\frac{\partial\Delta E^a}{\partial D^a_{ij}}\,\partial_aD^a_{ij},\tag{17}$$
with no further term. For the overlap, $\langle\tilde\psi_n|S|\tilde\psi_n\rangle=\langle\tilde\psi_n|\tilde\psi_n\rangle+\sum_{b,ij}P^{b*}_{in}\Delta S_{ij}P^b_{jn}$ with constant $\Delta S$, so the last term of (15) is $\sum_{ij}\Delta S_{ij}\,\partial_aD^{\varepsilon,a}_{ij}$. Here $\partial_aD^{\varepsilon,a}$ is (16) with weights $f_n\varepsilon_n$ held fixed. The force is
$$\mathbf F_a=-\int\tilde v_{\rm eff}\,\partial_a\tilde n^a_c-\sum_LQ^a_L\int\tilde v_H\,\partial_ag^a_L-\int\tilde n\,\partial_a\bar v^a-\sum_{ij}\frac{\partial\Delta E^a}{\partial D^a_{ij}}\partial_aD^a_{ij}-\sum_{L,ij}W^a_L\Delta_{L,ij}\,\partial_aD^a_{ij}+\sum_{ij}\Delta S_{ij}\,\partial_aD^{\varepsilon,a}_{ij}.\tag{18}$$
Call the six terms core shift, compensation shift, $\bar v$ shift, one-center, moments and overlap. The compensation charge appears twice, once moved rigidly at fixed $Q$ and once through the change of $Q$. Using (11), the last three terms combine:
$$\mathbf F^{\rm nl}_a=-\sum_nf_n\sum_{ij}\big(\Delta H^a_{ij}-\varepsilon_n\Delta S_{ij}\big)\,\partial_a\big(P^{a*}_{in}P^a_{jn}\big).\tag{19}$$

The overlap term has a direct reading. Move the atom, keep the orbitals, and restore orthonormality by $\tilde\psi'_n=\sum_m\tilde\psi_m(\sigma^{-1/2})_{mn}$, where $\sigma_{mn}=\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}+\delta\sigma_{mn}$. To first order $\delta\tilde\psi_n=-\tfrac12\sum_m\tilde\psi_m\,\delta\sigma_{mn}$, and the energy changes by $2\,\mathrm{Re}\sum_nf_n\langle\tilde\psi_n|\tilde H|\delta\tilde\psi_n\rangle=-\mathrm{Re}\sum_{mn}f_nH_{nm}\delta\sigma_{mn}=-\sum_nf_n\varepsilon_n\delta\sigma_{nn}$, because $H$ is diagonal. Minus this change per unit displacement is the overlap force. It is the energy of the charge that normalization returns or removes when the augmentation charge changes.

The force (18) has been derived as the exact derivative of the PAW functional (of the free energy, with smearing), and the one-center energy enters it only through the change of $D^a$. What remains is the plane-wave form and sum rule, the limits of the decomposition, the cases where the statement fails, and the numerical check on H$_3^+$.
